# Power-Conserving Beam Propagation: Paraxial Crank-Nicolson and Wide-Angle Padé(1,1)

A beam-propagation step can go wrong in two ways. If it does not conserve power in a lossless structure, numerical gain or loss mixes with the coupling loss that one wants to compute. If it conserves power but has the wrong angular dispersion, the books balance while the light goes to the wrong place. In the silicon example below, a guide tilted by 30° to the propagation axis keeps its total power to about $10^{-13}$ in the paraxial scheme, yet after 40 µm the power overlap with the correct mode is below 0.2. The wide-angle scheme gives 0.98 at the same cost per step.

## Field equation and its forward part

The field is scalar and two-dimensional, with time factor $e^{-i\omega t}$:

$$E_{zz}+E_{xx}+k_0^2n^2(x,z)E=0,\qquad k_0=2\pi/\lambda .$$

Choose a reference index $n_0$, put $k=k_0n_0$, and define

$$P=\partial_x^2+k_0^2(n^2-n_0^2),\qquad X=P/k^2 .$$

Since $\partial_x^2+k_0^2n^2=k^2(1+X)$, the equation reads $E_{zz}=-k^2(1+X)E$. If $n$ does not depend on $z$, any solution of

$$E_z=ik\sqrt{1+X}\,E$$

satisfies it, as a second differentiation shows. The positive root selects forward waves. If $n$ varies with $z$, the second derivative also contains $\partial_z\sqrt{1+X}$. Dropping this term neglects reflection, and also the gradual change of forward amplitude with wavenumber discussed under "Norm and physical flux". It requires slow or weak index changes.

Remove the fast phase by $E=u\,e^{ikz}$. Then $E_z=(u_z+iku)e^{ikz}$, and

$$u_z=ik\left(\sqrt{1+X}-1\right)u. \tag{1}$$

The two schemes replace the root by

$$\sqrt{1+X}-1\approx\frac{X/2}{1+\delta X/4},$$

with $\delta=0$ for the paraxial scheme and $\delta=1$ for Padé(1,1). For small $x$ the root is $x/2-x^2/8+x^3/16-\dots$, while the Padé form is $x/2-x^2/8+x^3/32-\dots$. It therefore agrees through second order, the paraxial form through first order.

The errors have closed forms. Let $x$ be an eigenvalue of $X$ and $s=\sqrt{1+x}$, so that $ks$ is the true longitudinal wavenumber. With $x=s^2-1$, the paraxial error in units of $k$ is

$$1+\frac{s^2-1}{2}-s=\frac{(1-s)^2}{2}.$$

For Padé,

$$1+\frac{2x}{4+x}-s=\frac{4+3x}{4+x}-s=\frac{1+3s^2}{3+s^2}-s
=\frac{1-3s+3s^2-s^3}{3+s^2}=\frac{(1-s)^3}{3+s^2}.$$

A plane wave at angle $\theta$ in a medium of index $n_0$ has $s=\cos\theta$. A straight guide mode has $s=n_{\rm eff}/n_0$.

## The step

Take a uniform grid $x_j$ with spacing $\Delta x$ and zero field outside the window. The second derivative becomes $(u_{j-1}-2u_j+u_{j+1})/\Delta x^2$. For real $n$, $P$ is then a real symmetric tridiagonal matrix.

Multiply the approximated equation by its denominator:

$$\left(1+\frac{\delta P}{4k^2}\right)u_z=\frac{iP}{2k}u .$$

Let $u$ and $u'$ be the fields before and after a step $h$. Centring in $z$ replaces $u_z$ by $(u'-u)/h$ and $u$ on the right by $(u'+u)/2$:

$$\left(1+\frac{\delta P}{4k^2}\right)(u'-u)=\frac{ihP}{4k}(u'+u).$$

Collecting $u'$ on the left gives

$$(1+c^*P)\,u'=(1+cP)\,u,\qquad c=\frac{\delta}{4k^2}+\frac{ih}{4k}. \tag{2}$$

The same $P$, built from the index at mid-step, stands on both sides. The schemes differ in one complex number.

```
r = 1/dx^2
c = delta/(4 k^2) + i h/(4 k)
for m = 0 ... M-1:
    n2[j] = cell average of n^2 at z = (m + 1/2) h
    g[j]  = -2 r + k0^2 (n2[j] - n0^2)
    b[j]  = u[j] + c (r u[j-1] + g[j] u[j] + r u[j+1])
    solve the tridiagonal system for the new u:
        diagonal      1 + conj(c) g[j]
        off-diagonals conj(c) r
```

Values outside the window are zero. Cell averaging lets a core edge move smoothly across the grid. At a tilt of 20° and $h=25$ nm the edge moves $25\tan20^\circ\approx9$ nm per step, less than the 20 nm grid spacing. Without averaging it would stand still and then jump. In the example below the index contrast is so small that this changes the overlaps at 20° by less than $10^{-5}$.

For $N$ grid points and $M$ steps, time scales as $NM$ and memory as $N$. Elimination without row exchange cannot meet a zero pivot in exact arithmetic when $n$ is real: each leading block has the form $1+c^*P_m$ with $P_m$ real symmetric, and the next section shows that such a matrix is invertible. A solver with row exchange is still the safer choice against rounding.

## Proof of power conservation

Write $\langle a,b\rangle=\sum_j a_j^*b_j\Delta x$ and $\|a\|^2=\langle a,a\rangle$. The paraxial case has a short direct proof. With $\delta=0$ and $\bar u=(u+u')/2$, the centred equation is

$$u'-u=\frac{ih}{2k}P\bar u .$$

In $\mathrm{Re}\langle u'+u,u'-u\rangle$ the cross terms $\langle u,u'\rangle-\langle u',u\rangle$ are imaginary and drop out. Hence

$$\|u'\|^2-\|u\|^2=2\,\mathrm{Re}\langle\bar u,u'-u\rangle
=2\,\mathrm{Re}\left[\frac{ih}{2k}\langle\bar u,P\bar u\rangle\right]
=-\frac hk\,\mathrm{Im}\langle\bar u,P\bar u\rangle .$$

For real $n$ the matrix is symmetric, $\langle\bar u,P\bar u\rangle$ is real, and the change is zero for any $h$.

For a complex index the imaginary part of $P$ is $k_0^2\,\mathrm{Im}(n^2)$, and the same line gives the paraxial power balance

$$\|u'\|^2-\|u\|^2=-\frac{hk_0^2}{k}\sum_j\mathrm{Im}(n_j^2)\,|\bar u_j|^2\Delta x .$$

With $e^{-i\omega t}$, a positive imaginary part is absorption. A test with a random lossy index gave a power change of $-0.018674$ from the step and the same value from this sum.

For both values of $\delta$, expand $u$ in the orthonormal real eigenvectors of $P$. A component with eigenvalue $p$ is multiplied by

$$f=\frac{1+cp}{1+c^*p}. \tag{3}$$

Numerator and denominator are complex conjugates, so $|f|=1$. The denominator cannot vanish: its imaginary part is $-hp/4k$, which is zero only at $p=0$, where the denominator equals one. Each step is unitary, and so is a product of steps with different mid-step matrices. Dense step matrices with a random real index confirmed this with defects below $10^{-15}$.

### Old index on one side, new index on the other

Suppose that, with $a=h/4k$, the paraxial step is written as

$$(1-iaP')u'=(1+iaP)u,$$

where $P$ belongs to the old plane and $P'$ to the new one. Take the squared norm of both sides. The cross terms vanish because $\langle u,Pu\rangle$ and $\langle u',P'u'\rangle$ are real, leaving

$$\|u'\|^2+a^2\|P'u'\|^2=\|u\|^2+a^2\|Pu\|^2 .$$

This modified sum is conserved, not the power. The field cannot blow up, since $\|u\|^2$ never exceeds the initial sum, but power drifts whenever the second term changes. Between two random index profiles with $h=1$ µm, one such step changed the power by 0.3%, while the modified sum was unchanged to rounding.

### Norm and physical flux

The flux through a plane of constant $z$ is proportional to $\mathrm{Im}\int E^*E_z\,dx$. For forward modes of a straight guide this is $\sum_j\beta_j|c_j|^2$, with $\beta_j$ the mode wavenumbers and $c_j$ the amplitudes. The conserved norm is $\sum_j|c_j|^2$. The two are proportional if all the light has a common $\beta$.

They part when $\beta$ changes along $z$. For a single wave $E=A\,e^{i\int\beta dz}$, the equation $E''+\beta^2E=0$ becomes $A''+2i\beta A'+i\beta'A=0$. In a slow change $A''$ is negligible, and multiplication by $A$ gives $(\beta A^2)'=0$. Thus $|E|^2\propto1/\beta$, whereas (2) keeps $|u|^2$ fixed. Direct integration of the wave equation for a plane wave, with the index falling from 3.47132 to 3.46139 over 20 µm, raised $|E|^2$ by the factor 1.00287, equal to the index ratio. Reading the norm as local intensity would here be wrong by 0.3%. For larger slow changes the factor is still the ratio of initial to final wavenumber: halving the index doubles $|E|^2$.

## Stability and step length

Divide numerator and denominator of (3) by $1+\delta p/4k^2$. With

$$b=\frac{p/2k}{1+\delta p/4k^2},\qquad f=\frac{1+ihb/2}{1-ihb/2}=e^{2i\arctan(hb/2)} .$$

Here $b$ is the wavenumber shift that the approximated equation prescribes. From $\arctan y=y-y^3/3+\dots$, the step produces

$$\frac2h\arctan\frac{hb}2=b-\frac{h^2b^3}{12}+\dots$$

The scheme is stable for any $h$, but its phase is accurate only for $h|b|\ll1$. At 20°, $|b|\approx k(1-\cos20^\circ)=0.85$ rad/µm for $k=14.05$ rad/µm. With $h=0.025$ µm the error is $3\times10^{-5}$ rad/µm, or about 0.001 rad over 40 µm.

The transverse grid has its own error. The second difference acting on $e^{ik_xx}$ gives

$$-\frac4{\Delta x^2}\sin^2\frac{k_x\Delta x}2\approx-k_x^2+\frac{k_x^4\Delta x^2}{12}.$$

Because $k_z^2=k^2-k_x^2$, this raises $k_z$ by about $k_x^4\Delta x^2/(24k\cos\theta)$. At 20°, $k_x=k\sin\theta=4.81$ rad/µm. For $\Delta x=0.02$ µm the phase gained in 40 µm is 0.027 rad, much more than the error from the step length.

## Where a beam goes

A broad beam built from plane waves $e^{i(k_xx+k_zz)}$ follows the point of stationary phase, $x=-z\,dk_z/dk_x$. With $k_x=k\sin\theta$ the three dispersion relations give:

- **Helmholtz:** $k_z=\sqrt{k^2-k_x^2}$, slope $k_x/k_z=\tan\theta$.
- **Paraxial:** $k_z=k-k_x^2/2k$, slope $k_x/k=\sin\theta$.
- **Padé:** with $x_p=-k_x^2/k^2$, $dk_z/dx_p=(k/2)/(1+x_p/4)^2$ and $dx_p/dk_x=-2k_x/k^2$. The slope is $\sin\theta/(1-\tfrac14\sin^2\theta)^2$.

At 30° these are 0.5774, 0.5000 and $0.5/0.9375^2=0.5689$. A Gaussian beam with 5 µm half-width at $1/e$ of the field, followed for 20 µm in a uniform medium, had centroid slopes of 0.5777 by exact angular-spectrum propagation, 0.4993 in the paraxial scheme and 0.5683 in the Padé scheme.

## A tilted silicon guide

The example is a silicon rib in oxide at 1550 nm: rib height 3 µm, surrounding silicon slab 2 µm, rib width $w=2.4$ µm. The rough indices are 3.48 and 1.44. Solving the vertical slab problem under and beside the rib gives effective indices 3.47132 and 3.46139. These form a lateral slab guide with

$$V=k_0w\sqrt{3.47132^2-3.46139^2}=2.55<\pi,$$

so it has one guided mode, with index $n_{\rm eff}=3.46696$. The reference index is set to this value, which gives $k=14.054$ rad/µm.

For the guided mode of the straight guide, the paraxial scheme is sufficient. With this $n_0$ its error for the mode vanishes. Even with $n_0=3.46139$, $s-1=0.00557/3.46139=0.00161$, and the index error $n_0(s-1)^2/2$ is $4.5\times10^{-6}$. Over 40 µm this is $7\times10^{-4}$ rad.

Now tilt the guide by $\theta$. In rotated coordinates

$$\xi=x\cos\theta-z\sin\theta,\qquad \zeta=x\sin\theta+z\cos\theta,$$

the Laplacian keeps its form. With $\phi$ the straight-guide profile, $E=\phi(\xi)e^{ik\zeta}$ solves the Helmholtz equation of the tilted guide. It supplies both the launch field and the reference at $z=40$ µm. Grid spacing and step length are held at 20 nm and 25 nm.

| Tilt | Paraxial overlap | Padé overlap | Power in moving paraxial mode at launch |
|---|---|---|---|
| 10° | 0.9975 | 1.0000 | 0.9983 |
| 20° | 0.856 | 0.9995 | 0.891 |
| 30° | 0.171 | 0.976 | 0.249 |

Overlaps are normalized powers. At 30° the grid error is visible: halving the grid spacing raises the paraxial overlap from 0.171 to 0.182 and the Padé overlap from 0.976 to 0.982. The norm drift stays below $10^{-12}$ in every run of the table and grows by rounding to about $10^{-11}$ in the Padé runs on the halved grid, so it carries no warning of the paraxial failure.

### Why the paraxial guide radiates

The last column follows from the guided solution that the paraxial equation itself possesses. Let $a=\tan\theta$, $x'=x-az$, and try

$$u=v(x')\,e^{ikax'+i\gamma z}.$$

Leaving out the common exponential, the derivatives are

$$2iku_z\to-2ikav'+2k^2a^2v-2k\gamma v,\qquad u_{xx}\to v''+2ikav'-k^2a^2v .$$

In $2iku_z+Pu=0$ the terms in $v'$ cancel:

$$v''+\left[k_0^2(n^2-n_0^2)+k^2a^2-2k\gamma\right]v=0 .$$

This is the mode equation $v''+k_0^2(n^2-\nu^2)v=0$ of a slab of width $w/\cos\theta$, the core width measured along $x$, if

$$\gamma=\frac{ka^2}{2}+\frac{k_0^2(\nu^2-n_0^2)}{2k}.$$

The paraxial guided mode has transverse carrier $k\tan\theta$; the true mode has $k\sin\theta$. Launching the true mode therefore excites the paraxial mode with a carrier mismatch

$$q=k(\tan\theta-\sin\theta)\approx\tfrac12k\theta^3 .$$

Neglecting the small difference in profiles, the captured power is $|\langle e^{-iqx'}\rangle|^2\approx1-q^2\sigma^2$, where $\sigma^2$ is the mean square of $x'$ over the mode intensity. The loss should then scale as $\theta^6$. Doubling the angle from 10° to 20° should raise it by $2^6=64$. The launch values give $(1-0.8913)/(1-0.9983)\approx64$, with an uncertainty of a few units from rounding. So close an agreement is partly accidental: the full difference $\tan\theta-\sin\theta$ gives a ratio of 67 for $q^2$, and the greater width of the tilted mode along $x$ raises the ratio for $q^2\sigma^2$ to 74. The next term of the expansion in $q$ and the small difference in profiles bring it back to 64. At 30°, $q=1.09$ rad/µm and the expansion no longer applies.

If this explanation is right, the power in the moving mode must stay constant although the overlap with the true mode falls. It went from 0.891 to 0.887 at 20° and from 0.249 to 0.231 at 30°. These small losses are mostly grid errors: with the grid spacing halved, the final values rise to 0.890 and 0.242.

The final overlap is larger than the guided part alone would give. If $p$ is the captured power, projecting the guided part back on the true mode gives a power overlap $p^2$: 0.79 at 20° and 0.06 at 30°. The actual values, 0.86 and 0.17, show that light outside the guided mode still contributes at 40 µm. This contribution changes sign with distance and fades slowly: at 20° the overlap is about 0.65 at 100 µm and 0.76 at 300 µm. Only once the unguided light has spread away without returning from the walls should the overlap settle at $p^2$.

### Phase and grid error

At the guide centre the true phase is $kz/\cos\theta$ and that of the paraxial mode is $(k+\gamma)z$. At 20° the leading difference over 40 µm is

$$14.054\times40\left(1+\tfrac12\tan^2\theta-\frac1{\cos\theta}\right)=1.16\ \text{rad}.$$

The wider core, through $\nu>n_0$, adds a few hundredths. The phase of the full overlap is about 1.1 rad, which also contains the unguided light and a grid error of about 0.03 rad.

The Padé phase error is 0.066 rad. The plane-wave formula gives $7.94\times10^{-4}\times40=0.032$ rad, and the transverse grid adds the 0.027 rad found above. These two terms account for most of it. Halving the grid spacing removes about 0.02 rad. As grid spacing and step length go to zero about 0.036 rad remains, slightly more than the plane-wave value; refinement cannot remove this part, which is the target of a better approximation to the root.

Both discretization errors of the field are of second order. For a result that depends linearly on them, doubling $\Delta x$ and $h$ together changes it by three times its fine-grid error. For the paraxial overlap at 20° this gives an error of 0.008, small beside the deficit of 0.14. The rule fails for the Padé overlap. Near one, the deficit is quadratic in the field error, so the grid also contributes a fourth-order term, and the estimate of 0.0008 is too large. With both steps halved, the deficit falls from 0.0005 to 0.0002, so most of it is grid error.

### The model beside a real rib

The tilts of 20° and 30° were chosen to separate the two schemes clearly. A single tilted guide can be computed in rotated coordinates; the comparison matters where several directions share one window. The reduction to a lateral slab changes the mode index. A two-dimensional scalar mode calculation gives an index lower by nearly 0.002, or about $-0.3$ rad along the 42.6 µm guide. The printed index, 3.46526, belongs to a 50 nm mesh; refining the mesh lowers it by a further $10^{-4}$. The mode then lies about 0.004 above the etched-slab index instead of 0.0056, so the lateral tails of the mode decay more slowly than in the model. That calculation still omits the vector conditions at the side walls. Within the reduced slab, the polarization correction is only $-0.0025$ rad, but this understates the real one: a semi-vector quasi-TE treatment of the rib cross-section lowers the scalar index by about $3\times10^{-4}$, or about $-0.05$ rad. Heating by 10 K shifts the phase by about 0.3 rad. Scattering at a rough 1 dB/cm costs 0.004 dB, and two-photon absorption at 10 mW removes a fraction of about $6\times10^{-7}$. The 3 µm layer supports 13 vertical TE modes; coupling among them is absent from the model and was not sized.

## Failure modes

**Evanescent waves.** For $p<-k^2$ the Helmholtz field decays as $e^{-kh\sqrt{|x|-1}}$ per step, with $x=p/k^2$. Both schemes give $|f|=1$ and carry it on undamped. At $x=-4$ the Padé fraction has a pole, but (3) remains finite and gives $f=-1$. Sharp launch fields and abrupt index steps feed these components, so unitarity is no sign that they are treated correctly.

**Walls.** Zero-field boundaries reflect radiated light, again with the norm unchanged. The window must be wide enough that nothing returns, or an absorbing layer must be added. In the paraxial scheme the balance law then measures the absorbed power. It was derived for $\delta=0$ and does not carry over unchanged to $\delta=1$.

**Steep angles.** The ratio of Padé to paraxial error in $k_z$ is $2(1-s)/(3+s^2)$, about $(1-s)/2$ near the axis. It is 0.03 at 20° and 0.07 at 30°. The advantage shrinks with angle, and at 30° the Padé error is already 0.009 rad/µm, or 0.36 rad in 40 µm.

**Reflections.** Equation (1) contains no backward wave. A strong index step along $z$ needs a bidirectional method, however small the norm drift.

The numerical output below lists the inputs, errors and neglected effects.

## Numbers as computed

```
wavelength 1550 nm, photon energy 0.800 eV
rough indices: silicon 3.48, oxide 1.44
rib height 3.0 um, slab 2.0 um, width 2.4 um
effective index under rib 3.47132, beside rib 3.46139
lateral mode index 3.466962, finite difference 3.466962
lateral V number 2.554 (single mode below pi)
reference wavenumber k 14.0539 rad/um
unitarity defect: paraxial 5.6e-16, Pade 8.9e-16
mixed-index step (h = 1.0 um): power change 0.0032
lossy step: power change -0.018674, balance law -0.018674
beam slope at 30 deg (dimensionless), seen / law:
  paraxial: 0.4993 / 0.5000
  Pade: 0.5683 / 0.5689
  Helmholtz: 0.5777 / 0.5774
tilted guide: z length 40.0 um, dx 20 nm, h 25 nm, steps 1600
tilt 10 deg: norm drift paraxial 3.2e-14, Pade -6.8e-13
  power overlap with exact mode: paraxial 0.9975, Pade 1.0000
  power in moving paraxial mode: start 0.9983, end 0.9982
  plane-wave error of kz: paraxial 1.62e-03, Pade 1.24e-05 rad/um
tilt 20 deg: norm drift paraxial -1.1e-15, Pade -6.9e-13
  power overlap with exact mode: paraxial 0.8562, Pade 0.9995
  power in moving paraxial mode: start 0.8913, end 0.8869
  plane-wave error of kz: paraxial 2.56e-02, Pade 7.94e-04 rad/um
tilt 30 deg: norm drift paraxial -1.9e-13, Pade -7.4e-13
  power overlap with exact mode: paraxial 0.1714, Pade 0.9757
  power in moving paraxial mode: start 0.2492, end 0.2306
  plane-wave error of kz: paraxial 1.26e-01, Pade 9.01e-03 rad/um
phase error at 20 deg: paraxial 1.125, Pade 0.066 rad
grid error estimate at 20 deg, overlap: paraxial 0.0077, Pade 0.00080
grid error estimate at 20 deg, phase: paraxial 0.030, Pade 0.030 rad
slow index change: true |E|^2 ratio 1.00287, index ratio 1.00287
neglected effects (path along guide at 20 deg 42.57 um):
  2D scalar mode index 3.46526, minus reduced model -1.7e-03, phase -0.294 rad
  lateral polarization index shift -1.4e-05, phase -2.5e-03 rad
  heating 10 K at rough 1.8e-04 per K: phase 0.311 rad
  scattering at rough 1.0 dB/cm: 0.0043 dB
  two-photon loss, 10 mW, rough 1.0 cm/GW: fraction 5.9e-07
  vertical TE modes of the 3.0 um layer: 13
```
